Mott Variable-Range Hopping at Constant Density of States

Suppose that conduction by hopping between localized states is described by one fixed activation energy. Take a model layer whose logarithmic conductivity has, apart from its prefactor, a local activation energy of 46.13 meV at 200 K. Extrapolating with this energy down to 25 K makes the exponential factor too small by about five powers of ten. The electron does not keep the hop it used at 200 K: on cooling it goes farther, to a state that costs less energy. The result below says how this choice changes with temperature.

**Setting and assumptions**

Energies are measured from the Fermi level, k is Boltzmann's constant, and d is the dimension. V_d is the volume of the unit ball: V₁ = 2, V₂ = π, V₃ = 4π/3.

(A1) Localized states are scattered independently in space and energy, with constant density g per energy and per d-dimensional volume.

(A2) Their wavefunctions decay as exp(−r/ξ). The transfer amplitude decays likewise, so the hop rate carries its square, exp(−2r/ξ).

(A3) Phonons supply or take up the energy difference. An upward hop by ΔE carries exp(−ΔE/kT), a downward hop carries 1, and the remaining rate factor ν₀ varies at most as a power of T and r.

(A4) Site energies do not depend on which other sites are occupied. In particular there is no Coulomb gap. The applied field is weak.

(A5) T ≪ T₀, with T₀ defined below, and g is constant over the energies that the hops explore.

**Theorem**

(a) Minimizing 2r/ξ + W/kT, with one state available within distance r and energy W, gives the exponent

u = (T₀/T)^{1/(d+1)},

kT₀ = β_d/(gξ^d), β_d = 2^d (d+1)^{d+1}/(d^d V_d).

(b) For d = 2 and d = 3 the conductivity of a large sample obeys, to leading exponential order at low T,

ln(σ/σ₀) = −(T_c/T)^{1/(d+1)}, kT_c = β_c/(gξ^d),

where β_c is a number set by the network of hops. It need not equal β_d.

The power −1/(d+1) of T thus stands in the logarithm of σ; σ itself is not a power of T. For a long chain, d = 1, part (a) still gives the temperature scaling of the easiest hop from a site, but (b) fails.

**Lemma 1: the exponent of a pair**

For sites i and j at distance r, the equilibrium rate satisfies

−ln(Γ_ij/ν₀) = 2r/ξ + ε_ij/kT + δ, 0 ≤ δ ≤ 2 ln 2,

ε_ij = (|E_i| + |E_j| + |E_i − E_j|)/2.

Proof. A hop needs i occupied and j empty. With x = E/kT and Fermi occupation f = 1/(1 + e^x), the two probabilities are

f_i = 1/(1 + e^{x_i}), 1 − f_j = 1/(1 + e^{−x_j}).

Including the phonon factor,

−ln(Γ_ij/ν₀) = 2r/ξ + ln(1 + e^{x_i}) + ln(1 + e^{−x_j}) + max(x_j − x_i, 0).

Now ln(1 + e^y) = max(y, 0) + ln(1 + e^{−|y|}), and the last term lies between 0 and ln 2. Two such terms make up δ. The three maxima remain. With max(y, 0) = (y + |y|)/2 their linear parts add to

(x_i − x_j + x_j − x_i)/2 = 0,

and their absolute values add to ε_ij/kT. ∎

If i lies at the Fermi level and j at W > 0, then ε_ij = W, which is the energy cost in (a). For a general pair ε_ij also contains the cost of finding i occupied and j empty.

A small voltage shifts the local electrochemical potentials μ_i. Site occupations then obey f_i/(1 − f_i) = exp[−(E_i − μ_i)/kT], and the phonon factors give Γ_ij/Γ_ji = exp[(μ_i − μ_j)/kT]. To first order the net current is q Γ_ij (μ_i − μ_j)/kT, with q the magnitude of the charge. Since μ_i − μ_j is q times the voltage, each pair is a resistor of conductance

G_ij = q²Γ_ij/kT.

**Lemma 2: the optimum, and proof of (a)**

A ball of radius r holds gV_d r^d W states in an energy interval W. Setting this number to one gives

W(r) = 1/(gV_d r^d).

A larger radius offers more states, so the cheapest of them costs less. The exponent to be minimized is

F(r) = 2r/ξ + 1/(gV_d kT r^d).

Its derivative is

F′(r) = 2/ξ − d/(gV_d kT r^{d+1}),

which vanishes at

r^{d+1} = dξ/(2gV_d kT).

The second derivative d(d+1)/(gV_d kT r^{d+2}) is positive for every r, so this is the only minimum.

To evaluate F there, write the energy term as r/(gV_d kT r^{d+1}). The optimum condition gives 1/(gV_d kT r^{d+1}) = 2/(dξ), hence

W/kT = 2r/(dξ),

u = 2r/ξ + 2r/(dξ) = 2(d+1)r/(dξ).

Raising u to the power d+1 and inserting r^{d+1},

u^{d+1} = [2(d+1)/(dξ)]^{d+1} · dξ/(2gV_d kT)

= 2^d (d+1)^{d+1}/(d^d V_d gξ^d kT) = T₀/T. ∎

The exponent is shared in fixed proportion:

2r/ξ = u d/(d+1), W/kT = u/(d+1).

On cooling, r grows as T^{−1/(d+1)} and W falls as T^{d/(d+1)}. Condition (A5) makes u large, so that the exponentials outweigh the prefactors.

Remark on "one state". If N₀ states were required instead of one, g would be replaced by g/N₀ and T₀ multiplied by N₀. The power of T would not change. The optimization therefore fixes the power but sets the coefficient by a convention.

**Corollary: the local activation energy**

Define E_a = −d ln σ/d(1/kT), and first hold σ₀ fixed. When 1/kT changes, r moves too, but F′(r) = 0 removes that contribution to first order. What remains is the coefficient of 1/kT:

E_a = W = kTu/(d+1).

In this single-hop estimate a plot of ln σ against 1/kT therefore flattens on cooling, and the size of its slope is the energy of the optimal hop. For the network law of part (b) the same derivative gives kTu_c/(d+1), with u_c = (T_c/T)^{1/(d+1)}. This falls on cooling in the same way, but differs from W by a constant factor when β_c differs from β_d.

A prefactor σ₀ ∝ T^{−m} adds −mkT to E_a. Relative to W this is −m(d+1)/u, which vanishes at low T but slowly. For d = 3 and u = 10.71 it amounts to −0.37m. A power fitted to data over a modest temperature range can be shifted noticeably by the prefactor.

**Lemma 3: the statistics of the easiest upward hop**

Start from a site at the Fermi level and count the upward hops with exponent below u. With w = W/kT, the distance may reach ξ(u − w)/2, so the mean number is

N(u) = gkT V_d (ξ/2)^d ∫₀^u (u − w)^d dw

= gkT V_d (ξ/2)^d u^{d+1}/(d+1).

The sites are independent, so the count has a Poisson distribution and

P(no hop below u) = exp[−N(u)].

Every quantile of the easiest hop belongs to a fixed N and hence to u ∝ T^{−1/(d+1)}. Inserting the optimum of Lemma 2 gives

N = (d+1)^d/d^d = (1 + 1/d)^d,

which is 2.25 for d = 2 and 2.37 for d = 3, whatever the temperature. The condition of one state within r and W, used in Lemma 2, thus picks an exponent below which about two upward hops are available. By Lemma 1, a site equally far below the Fermi level has the same exponent, because it must first be empty. Including such sites doubles N but leaves the power of T unchanged.

For the mean of the easiest exponent, write N = (u/u₁)^{d+1}, with

u₁^{d+1} = (d+1)2^d/(gkT V_d ξ^d).

Integrating the probability that the minimum exceeds u,

⟨u_min⟩ = ∫₀^∞ exp[−(u/u₁)^{d+1}] du = u₁ Γ(1 + 1/(d+1)),

where Γ is here the gamma function. With the reduced temperature τ = kTgξ^d = 0.01 and d = 3 this is 4.77; random sites gave 4.78.

**Proof of (b): from one hop to a conducting network**

One easy hop does not carry a direct current, because the next hop may be hard. A connected path across the sample is needed. Link all pairs with 2r/ξ + ε_ij/kT ≤ u. Measure lengths in units of ξu/2 and energies in units of kTu, so that site i has scaled position s_i and energy η_i. The linking condition becomes

|s_i − s_j| + (|η_i| + |η_j| + |η_i − η_j|)/2 ≤ 1.

It contains neither T, g nor ξ. These enter through the scaled density of sites alone:

n = g · kTu · (ξu/2)^d = gkT(ξ/2)^d u^{d+1}.

Adding sites cannot destroy a link, so an infinite linked cluster appears above some threshold n_c. It remains to show that n_c is neither zero nor infinite.

Lower bound. Linked sites have |η| ≤ 1 and lie within unit distance. The mean number of partners of a site is therefore at most 2nV_d. The mean number of chains with m links starting from it is at most (2nV_d)^m. If 2nV_d < 1, the sum over m is finite and so is the cluster.

Upper bound for d = 2 and 3. Divide space into cells of side a, with a√(d+3) ≤ 1/2. Two points in cells sharing a face are then at most 1/2 apart. Keep the sites with |η| < 1/4; for them the energy part is at most 1/2, so any two in neighbouring cells are linked. A cell is empty with probability p₀ = exp(−na^d/2). In one plane of cells, a finite cluster around the origin must be enclosed by a closed chain of empty cells, touching at sides or corners. There are at most ℓ·8^ℓ such chains of length ℓ. For large n, the sum of ℓ(8p₀)^ℓ is below one, so an infinite cluster exists.

Hence n_c is finite and positive, and the critical exponent follows:

u_c^{d+1} = 2^d n_c/(gξ^d kT), β_c = 2^d n_c.

Now connect u_c to the resistance. Choose a small fixed number κ > 0. Cutting all links above (1+κ)u_c can only lower the conductance. The links left form a network above threshold, whose scaled geometry is independent of T. Replacing each by its weakest member gives a lower estimate of σ proportional to exp[−(1+κ)u_c]. Conversely, short-circuiting all links below (1−κ)u_c can only raise the conductance. It leaves finite clusters, and the current between them must use links no better than exp[−(1−κ)u_c]. Here I use the physical property that a network above threshold has a nonzero conductivity, and that finite short-circuited clusters do not make it infinite. The remaining factors are powers of u_c and T, so

(1−κ)u_c + O(ln u_c) ≤ −ln σ ≤ (1+κ)u_c + O(ln u_c),

with σ in fixed units. Since κ can be as small as desired, −ln σ/u_c → 1 as T → 0. ∎

**What the random networks show**

The scaling was tested on samples of fixed size, cooled by a factor of 16 between two metal leads. In two dimensions the mean critical exponent rises from 8.84 to 21.93. The fitted power of 1/T is 0.331, against 1/3. In three dimensions the exponent rises from 9.67 to 19.62, and the fitted power is 0.255, against 1/4.

The coefficient behaves differently. In two dimensions these finite samples give β_c ≈ 13.6 on average, with values between 13.2 and 14.1 at the four temperatures, while the optimization gives 8.594. At equal T the exponent is larger by the cube root of this ratio, about 1.17. In two dimensions a spanning path thus includes hops harder than the single-hop estimate suggests. In three dimensions both coefficients come out as 18.1. Nothing in the derivation requires this agreement. It rests on four samples, whose size at the lowest temperature is less than six times the longest critical link. It should not be read as an identity.

Kirchhoff's equations were also solved for two of the two-dimensional samples. The logarithm of the resistance, in units of the common link prefactor, lay on average between 0.10 and 0.49 below the critical exponent. This offset stayed small while the exponent grew by about 13. That is consistent with the two-sided estimate, which requires only that the offset become small relative to the exponent.

**Proposition: why a long chain is different**

In d = 1, suppose that no site lies in the rhombus

|E| < kT(u − 4|x|/ξ)

around a point x = 0 of the chain. Then every hop across that point has exponent at least u.

Proof. Let the hop start at distance a to the left and end at distance b to the right. Both sites lie outside the rhombus, so |E₁| ≥ kT(u − 4a/ξ) and |E₂| ≥ kT(u − 4b/ξ). The pair energy is at least the larger of |E₁| and |E₂|, hence at least their mean:

ε₁₂ ≥ kT[u − 2(a+b)/ξ].

Adding the distance term 2(a+b)/ξ to ε₁₂/kT gives at least u. ∎

The rhombus has diagonals 2kTu and ξu/2 and therefore area kTξu²/2. It is empty with probability exp(−gkTξu²/2). This is small but not zero, so a sufficiently long chain contains such a break for any chosen u. No finite n_c exists.

In a chain the breaks are in series and their resistances add. An empty rhombus is sufficient for a break but not necessary, since other empty regions block the chain as well; counting rhombi alone therefore gives a lower bound. Up to power factors, breaks of size u contribute to the mean resistance per length at least

exp(u − gkTξu²/2).

The derivative of the exponent vanishes at u = 1/(gkTξ), where the exponent equals 1/(2gkTξ). The mean resistance therefore grows at least as fast as an activated law with energy 1/(2gξ), up to power factors. This outruns exp[(T₀/T)^{1/2}] at low T. The estimate needs constant g up to energies kTu = 1/(gξ), and a chain long enough to contain the dominant breaks. An empty rhombus of that size has probability exp[−1/(2gkTξ)]. Breaks of all shapes together are more frequent than this, but still rare at low T, so short wires can behave quite differently.

For τ = 0.05 the single-hop optimum is u = √(4/0.05) = 8.9. The mean critical exponent was 17.6 for chains of length 100ξ and 22.3 for length 5000ξ. It depends on length, as a missing threshold implies. In two and three dimensions the current can go around such a break.

**Two limits in which the power changes**

Finite band. Let localized states exist only up to energy B. Then W(r) ≤ B requires r ≥ r_B, with

r_B = (gV_d B)^{−1/d}.

At high temperature the unconstrained optimum falls below r_B. Since F increases beyond its minimum, the best allowed hop is r = r_B, and

ln(σ/σ₀) = −2r_B/ξ − B/kT.

This is activated hopping at fixed distance. In a network the activation energy need not equal B, which belongs to the single-hop estimate. Within this estimate the crossover occurs where kTu/(d+1) = B. Variable range hopping is the low-temperature side.

Density vanishing at the Fermi level. Let the density be g_p|E|^p. The condition for one state becomes

g_p V_d r^d W^{p+1}/(p+1) = 1,

so W ∝ r^{−α} with α = d/(p+1). Balancing the derivatives of 2r/ξ and W/kT gives r^{α+1} ∝ 1/T. Both terms of the exponent are proportional to r at the optimum, hence

u ∝ T^{−1/(α+1)} = T^{−(p+1)/(p+1+d)}.

For p = 0 this returns 1/(d+1). For a quadratic gap in three dimensions it gives 1/2, as direct minimization confirmed. The power 1/4 is thus a consequence of constant g, not of optimization alone.

**Worked example: a thick layer and a thin film**

Take the round model parameters g = 0.01 eV⁻¹ nm⁻³ and ξ = 2 nm. For a thick layer, d = 3 and

kT₀ = 18.108/(0.01 × 2³) eV = 226 eV, T₀ = 2.63 × 10⁶ K.

This large temperature is a scale made from g and ξ, not an energy that any electron has to acquire. At 100 K,

u = (2.627 × 10⁶/100)^{1/4} = 12.73,

r = (3/4) × 12.73 × (2 nm/2) = 9.55 nm,

W = 109.7 meV/4 = 27.4 meV,

where 109.7 meV is kTu.

Now let the film be 5 nm thick. If hops are longer than the thickness, the available states fill a disc rather than a ball. The areal density is g × 5 nm = 0.05 eV⁻¹ nm⁻², and with d = 2

kT₀ = 8.594/(0.05 × 2²) eV = 43.0 eV, T₀ = 4.99 × 10⁵ K.

The exponent at 100 K is now the cube root of 4987, which is 17.08. The hop covers 11.39 nm and costs 49.1 meV. Although T₀ is lower, the exponent is higher, because the power is 1/3 instead of 1/4: the film offers fewer states at a given distance.

Cooling from 200 to 50 K shows the trade:

- Thick layer: r grows from 8.03 to 11.35 nm, W falls from 46.1 to 16.3 meV, and the exponential factor falls by 1.93 decades.
- Film: r grows from 9.04 to 14.35 nm, W falls from 77.9 to 30.9 meV, and the factor falls by 3.46 decades.

The two-dimensional treatment neglects the height difference between sites. At 200 K a lateral hop of 9.04 nm has a true length of at most √(9.04² + 5²) = 10.3 nm, up to 14% more than the lateral one. At 25 K the same bound is 4%, so the approximation improves on cooling.

The density must be constant over a wider range than W suggests. Links with exponent up to u involve energies up to kTu on either side of the Fermi level: 185 meV in the thick layer and 234 meV in the film at 200 K. These use the single-hop u; with the larger network coefficient in two dimensions the window widens by the factor 1.17. A band tail that varies strongly over this window violates (A5), even if g is smooth on the scale of kT. The numerical output lists the values at all four temperatures.

The example also leaves out the Coulomb gap, as (A4) demands. A common estimate of its width in the thick layer is [e²/(4πε₀ε_r)]^{3/2} g^{1/2}, where ε_r is the relative permittivity. For ε_r = 10 this is about 5.5 meV, comparable with the hop energy of 9.7 meV at 25 K. The Coulomb energy at the hop distance, e²/(4πε₀ε_r r), is 10.7 meV at 25 K and 12.7 meV at 50 K, against W = 9.7 and 16.3 meV. For a real layer of this kind the values at 25 and 50 K, and with them the five powers of ten quoted at the start, would therefore be doubtful.

Calculated quantities

```
pair rate: largest excess over pair energy/kT = 1.303
d=1: beta from optimization = 4.000
d=2: beta from optimization = 8.594
d=3: beta from optimization = 18.108
d=3, quadratic gap: exponent ~ T^-0.5000
d=1: hops below Mott exponent = 2.000; easiest hop at tau=0.01: sampled 12.47, formula 12.53
d=2: hops below Mott exponent = 2.250; easiest hop at tau=0.01: sampled 6.50, formula 6.48
d=3: hops below Mott exponent = 2.370; easiest hop at tau=0.01: sampled 4.78, formula 4.77
d=2 network: size 120 xi, 8 samples
  tau=0.020000: mean critical exponent 8.84
  tau=0.007937: mean critical exponent 11.86
  tau=0.003150: mean critical exponent 16.48
  tau=0.001250: mean critical exponent 21.93
  fitted power of 1/T = 0.331, Mott 0.333; network beta = 13.6
  ln(resistance) minus critical exponent: -0.49, -0.10, -0.33, -0.15
d=3 network: size 56 xi, 4 samples
  tau=0.002000: mean critical exponent 9.67
  tau=0.000794: mean critical exponent 12.30
  tau=0.000315: mean critical exponent 15.52
  tau=0.000125: mean critical exponent 19.62
  fitted power of 1/T = 0.255, Mott 0.250; network beta = 18.1
d=1 chain, tau=0.05, length 100 xi: mean critical exponent 17.64
d=1 chain, tau=0.05, length 5000 xi: mean critical exponent 22.31
rhombus for u=10: easiest sampled crossing 10.11
d=1 activation energy at tau=0.02: 0.510 /(g xi)
example: g=0.01 /(eV nm^3), xi=2.0 nm, film 5.0 nm
bulk: d=3, g=0.010 /(eV nm^3), T0=2.627e+06 K
  T=25 K: u=18.00, r=13.50 nm, W=9.70 meV, window kTu=38.8 meV
  T=50 K: u=15.14, r=11.35 nm, W=16.31 meV, window kTu=65.2 meV
  T=100 K: u=12.73, r=9.55 nm, W=27.43 meV, window kTu=109.7 meV
  T=200 K: u=10.71, r=8.03 nm, W=46.13 meV, window kTu=184.5 meV
  fall of exponential factor, 200 to 50 K: 1.93 decades
film: d=2, g=0.050 /(eV nm^2), T0=4.987e+05 K
  T=25 K: u=27.12, r=18.08 nm, W=19.48 meV, window kTu=58.4 meV
  T=50 K: u=21.53, r=14.35 nm, W=30.91 meV, window kTu=92.7 meV
  T=100 K: u=17.08, r=11.39 nm, W=49.07 meV, window kTu=147.2 meV
  T=200 K: u=13.56, r=9.04 nm, W=77.90 meV, window kTu=233.7 meV
  fall of exponential factor, 200 to 50 K: 3.46 decades
```
